\section*{Tracer correlation factor on hafnia's ideal simple-cubic oxygen sublattice}

\section{What has to be decided}

A calculation gives the rate at which an oxygen vacancy hops in hafnia, and the oxygen tracer diffusivity is wanted. The two are linked by a correlation factor $f$. Either one writes $f\approx 1-2/z=2/3$, with $z=6$ neighbours, and moves on, or one solves the return problem of the vacancy properly. The choice depends on how far $2/3$ is from the true value, and on whether that error matters beside the others.

In the ideal cubic fluorite structure the oxygen sites form a simple cubic lattice of spacing $s$. I assume few, non-interacting vacancies on a fraction $c_v$ of the sites, no electric field, and one rate $w$ for the exchange of a vacancy with any given neighbour. The tracer is a marked oxygen atom that jumps like the others.

Diffusivities are defined by $\langle R^2\rangle=6Dt$ at long times. A vacancy makes $6w$ independent jumps per unit time, each of squared length $s^2$, so
\begin{equation}
D_v=\tfrac16(6w)s^2=ws^2 .
\end{equation}
Each neighbour of the tracer is vacant with probability $c_v$, so the tracer makes $6wc_v$ jumps per unit time. These jumps are not independent. If $f$ is the long-run ratio of $\langle R^2\rangle$ to its value $ns^2$ for $n$ independent jumps, then
\begin{equation}
D^*=f\,c_v\,w\,s^2 .
\label{dstar}
\end{equation}

\section{Simplest case: one vacancy on a chain}

Put one vacancy on an infinite chain. After the tracer has jumped right, the vacancy is on its left. The vacancy cannot pass the tracer without exchanging with it, and a random walk on a chain returns with certainty. The next tracer jump is therefore to the left, the one after to the right, and so on. The displacement is never more than one spacing, so $\langle R^2\rangle/(ns^2)\to0$ and $f=0$.

The cause is memory: after each jump the vacancy is directly behind the tracer. In three dimensions the memory is weaker, because the vacancy can go round the tracer or leave for good.

\section{From one pair of jumps to all pairs}

Let the $i$th tracer jump be $s\,\mathbf e_i$, with $\mathbf e_i$ a unit vector. Squaring the sum of $n$ jumps and grouping pairs by their separation $k$ gives
\begin{equation}
\frac{\langle R^2\rangle}{ns^2}=1+2\sum_{k=1}^{n-1}\Big(1-\frac kn\Big)\langle\mathbf e_i\cdot\mathbf e_{i+k}\rangle
\;\longrightarrow\;1+2\sum_{k=1}^{\infty}\langle\mathbf e_i\cdot\mathbf e_{i+k}\rangle ,
\end{equation}
where the last form holds if its sum converges.

Just after jump $i$ the vacancy is at $-\mathbf e_i$ from the tracer. This arrangement has fourfold symmetry about $\mathbf e_i$, so the mean of the next jump can have no component across that axis:
\begin{equation}
\langle\mathbf e_{i+1}\rangle_{\mathbf e_i}=t\,\mathbf e_i ,\qquad t=\langle\mathbf e_i\cdot\mathbf e_{i+1}\rangle .
\end{equation}
If the vacancy escapes, the next jump is caused by another one. For small $c_v$ this arrives from a random direction and adds nothing to $t$. Once jump $i+1$ is known, the vacancy is again directly behind, and earlier jumps carry no further information. Hence $\langle\mathbf e_{i+2}\rangle_{\mathbf e_i}=t\langle\mathbf e_{i+1}\rangle_{\mathbf e_i}=t^2\mathbf e_i$, and by repetition $\langle\mathbf e_i\cdot\mathbf e_{i+k}\rangle=t^k$. For $|t|<1$,
\begin{equation}
f=1+2\sum_{k=1}^\infty t^k=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.
\label{ft}
\end{equation}
The chain has $t=-1$, where the sum does not converge, but the limit $t\to-1$ of the closed form is the value $f=0$ found directly.

\section{The estimate $1-2/z$}

After a tracer jump the vacancy has $z$ equally likely exchanges. One of them is with the tracer and reverses its jump. If the vacancy is treated as lost whenever it chooses another neighbour,
\begin{equation}
t\approx-\frac1z .
\end{equation}
Keeping only the first term of the sum in (\ref{ft}) then gives
\begin{equation}
f\approx1+2t=1-\frac2z=\frac23 .
\label{simple}
\end{equation}
In words, a fraction $1/z$ of the jumps is reversed, and each reversal wastes two jumps. This overcounts when a reversal is itself reversed: three jumps right, left, right contain two reversals but waste two jumps, not four. The full geometric sum corrects the overcounting:
\begin{equation}
f\approx\frac{1-1/z}{1+1/z}=\frac{z-1}{z+1}=\frac57 .
\label{series}
\end{equation}

Both forms tend to 1 for many neighbours, as they should. For the chain, $z=2$, (\ref{simple}) gives the correct 0, while (\ref{series}) gives $1/3$. The form that sums more terms does worse, so the neglected later returns must matter. They have to be calculated.

\section{All returns of the vacancy}

Measure positions from the tracer in units of $s$. The tracer has just jumped along $+\hat x$, so the vacancy starts at $-\hat x$. Let $u(\mathbf r)$ be the mean total time it spends at $\mathbf r$ before it exchanges with the tracer. Integrating the rate equation for its position over all time, with outflow equal to inflow plus source, gives
\begin{equation}
w\sum_{\mathbf r'}\,[u(\mathbf r)-u(\mathbf r')]=\delta_{\mathbf r,-\hat x}\quad(\mathbf r\ne0),\qquad u(0)=0,
\label{u}
\end{equation}
where $\mathbf r'$ runs over the neighbours of $\mathbf r$. The exchange from a site $\mathbf r$ next to the tracer has probability $wu(\mathbf r)$, and the tracer moves towards that site. Exchanges from the four side positions have zero cosine, so
\begin{equation}
t=w\,[u(\hat x)-u(-\hat x)] .
\label{tu}
\end{equation}

The condition $u(0)=0$ makes (\ref{u}) awkward, but (\ref{tu}) needs only the part of $u$ that is odd under reflection $x\to-x$. Define $a(\mathbf r)=u(\mathbf r)-u(\mathbf r_{\rm refl})$. Subtracting the reflected equation from (\ref{u}),
\begin{equation}
w\sum_{\mathbf r'}[a(\mathbf r)-a(\mathbf r')]=\delta_{\mathbf r,-\hat x}-\delta_{\mathbf r,\hat x}
\label{a}
\end{equation}
for $\mathbf r\neq0$. At $\mathbf r=0$ the left side is $-w[a(\hat x)+a(-\hat x)]=0$, because $a$ vanishes at the origin and at the side positions, which lie on the mirror plane. The right side is zero there too. Equation (\ref{a}) thus holds at every site, as if the tracer were an ordinary atom.

It can be solved with the free lattice walk. Let $G(\mathbf r)$ be the expected number of visits to $\mathbf r$ by a walk from the origin, counting the start. Then $G(\mathbf r)-z^{-1}\sum_{\mathbf r'}G(\mathbf r')=\delta_{\mathbf r,0}$. Each visit lasts $1/(zw)$ on average, so
\begin{equation}
a(\mathbf r)=\frac{1}{zw}\,[G(\mathbf r+\hat x)-G(\mathbf r-\hat x)] .
\end{equation}
Write $g=a(-\hat x)$ for the time spent behind the tracer minus the time in front. Then
\begin{equation}
t=-wg=-\frac1z\,[G(0)-G(2\hat x)] .
\label{t}
\end{equation}
The start alone contributes 1 to the bracket and gives back $t=-1/z$. The rest is the effect of later returns.

For numbers, note that a free walk in continuous time moves independently along each axis. With $\tau=wt'$, where $t'$ is the time, the probability of displacement $m$ along one axis is
\begin{equation}
\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ikm-2\tau(1-\cos k)}=e^{-2\tau}I_m(2\tau),
\end{equation}
with $I_m$ the modified Bessel function. Therefore
\begin{equation}
wg=\int_0^\infty e^{-6\tau}I_0(2\tau)^2\,[I_0(2\tau)-I_2(2\tau)]\,d\tau .
\end{equation}
The visits are $G(0)=1.516386$ and $G(2\hat x)=0.257336$, so
\begin{equation}
t=-\frac{1.259050}{6}=-0.209842,\qquad f=\frac{0.790158}{1.209842}=0.6531 .
\end{equation}
Relative to this value, $2/3$ is 2.1\% high and $5/7$ is 9.4\% high.

\subsection{Limits: chain and square lattice}

In Fourier form the chain has
\begin{equation}
wg=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{1-\cos2k}{2(1-\cos k)}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}(1+\cos k)=1,
\end{equation}
since $1-\cos2k=2(1-\cos k)(1+\cos k)$. This returns $t=-1$ and $f=0$.

On the square lattice put $c=\cos k_x$. The integrand is $(1-c^2)/(2-c-\cos k_y)$. The average of $1/(A-\cos k_y)$ over $k_y$ is $1/\sqrt{A^2-1}$, and with $A=2-c$ one has $A^2-1=(1-c)(3-c)$. Using $dk_x=dc/\sqrt{1-c^2}$ in magnitude on $0<k_x<\pi$,
\begin{equation}
wg=\frac1\pi\int_{-1}^{1}\sqrt{\frac{1+c}{3-c}}\;dc
=\frac1\pi\int_0^{\pi/4}8\sin^2\!\phi\,d\phi=1-\frac2\pi ,
\end{equation}
where $1+c=4\sin^2\phi$. Then $f=(2/\pi)/(2-2/\pi)=1/(\pi-1)=0.4669$, against $1-2/z=0.5$. The separate visit numbers diverge in one and two dimensions, but their difference is finite.

\subsection{Test with the tracer as a real absorber}

The oddness argument can be tested by solving (\ref{u}) directly, with the tracer site absorbing, in a cube of $39^3$ sites whose outer surface also absorbs. The vacancy exchanges from behind with probability 0.2219, from in front with 0.0121, and from each of the four sides with 0.0243. So $t=0.0121-0.2219=-0.2098$ and $f=0.65313$, which differs from the infinite-lattice value by $2\times10^{-5}$.

These numbers also show what the simple estimate leaves out. Of the 0.2219 from behind, $1/6=0.1667$ is the immediate reversal; the other 0.055 comes from vacancies that wandered off and came back to the same side. The separate probabilities are those of the finite cube. On the infinite lattice each is about 0.0015 higher (0.2234, 0.0136 and 0.0259), and this almost equal addition cancels in $t$.

\section{Why $2/3$ beats $5/7$}

Consider the hypercubic lattice in $d$ dimensions, with $z=2d$, and expand for large $z$. Let $p_n(\mathbf r)$ be the probability that a free walk is at $\mathbf r$ after $n$ jumps; odd $n$ do not contribute to (\ref{t}).

For $n=2$, the second jump must undo the first or repeat $+\hat x$:
\begin{equation}
p_2(0)=\frac1z,\qquad p_2(2\hat x)=\frac1{z^2}.
\end{equation}
For $n=4$, a closed walk uses two axes, in $\frac12d(d-1)\cdot4!$ ways, or one axis, in $6d$ ways. The total is $12d^2-6d=3z^2-3z$, so $p_4(0)=3/z^2-3/z^3$. A walk to $2\hat x$ has two $+\hat x$ jumps and a cancelling pair on another axis, in $12(d-1)$ ways, or three $+\hat x$ jumps and one $-\hat x$, in 4 ways. This gives $p_4(2\hat x)=(6z-8)/z^4$, of order $1/z^3$. Six jumps need three cancelling pairs to close and first enter at order $1/z^3$. Collecting terms,
\begin{equation}
G(0)-G(2\hat x)=1+\frac1z+\frac2{z^2}+O(z^{-3}),\qquad
t=-\frac1z-\frac1{z^2}-\frac2{z^3}+O(z^{-4}).
\end{equation}
Insert this in $f=1+2t+2t^2+2t^3+\dots$:
\begin{align}
2t&=-\frac2z-\frac2{z^2}-\frac4{z^3}+\dots,\\
2t^2&=\frac2{z^2}+\frac4{z^3}+\dots,\qquad 2t^3=-\frac2{z^3}+\dots,\\
f&=1-\frac2z-\frac2{z^3}+O(z^{-4}).
\label{expansion}
\end{align}
The second-order terms cancel. Later returns lower $f$ by $2/z^2$, and reversals of reversals raise it by the same amount. The estimate $1-2/z$ omits both; $(z-1)/(z+1)$ keeps only the second. As a test of the last coefficient, $(f-1+2/z)z^3$ computed in 100 and 200 dimensions and extrapolated to infinite $z$ gives $-1.9997$.

For $z=6$ the cancellation is incomplete but still visible. Going from $2/3$ to $5/7$ raises $f$ by 0.0476; including all later returns then lowers it by 0.0612. The net change is $-0.0136$. The third-order form gives 0.6574, which is 0.7\% high. The counting above holds for hypercubic lattices, and nothing in it guarantees the same cancellation on others.

\section{Unequal rates and a different tracer}

Real films have unequal barriers, and a tracer isotope has a different mass. Let the exchange rates be $w_x,w_y,w_z$, and let the tracer's own exchange rates be these multiplied by $w'/w$. Define $f_x$ from the $x$ displacement and the number of $x$ jumps. Reflection symmetry again gives a mean $x$ component $t^k$ after $k$ further jumps, so (\ref{ft}) holds for $f_x$. Below, $w$ and $w'$ stand for the $x$ rates.

With a different tracer rate, the outflow from $\pm\hat x$ to the tracer changes by $w'-w$. The side positions need no correction, since the odd part vanishes there. If $g'$ is the new time difference, moving the extra outflow to the right of (\ref{a}) multiplies the source by $1-(w'-w)g'$. By linearity,
\begin{equation}
g'=g\,[1-(w'-w)g']\;\Rightarrow\; g'=\frac{g}{1+(w'-w)g}.
\end{equation}
With $t=-w'g'$,
\begin{equation}
f_x=\frac{1-w'g'}{1+w'g'}=\frac{1-wg}{1-wg+2w'g}.
\label{general}
\end{equation}
For $w'=w$ this is (\ref{ft}) again.

I tested (\ref{general}) on a periodic lattice of $6^3$ sites with one vacancy. There the tracer's diffusivity follows from the slowest decay rate of the joint tracer and vacancy motion, with no use of $t$. Diagonalization and formula, with $g$ taken for the periodic lattice, agree to the digits shown: 0.6581 for equal rates, 0.7624 for $w'/w=0.6$, and 0.4495 for axis rates in the ratio $1:0.7:0.2$ with $w'/w=1.3$.

\section{A 10 nm film at 85 °C}

Take rough typical inputs for a hafnia memory capacitor without bias: $s=0.255$ nm, attempt frequency $10^{13}\,\mathrm{s^{-1}}$, barrier 0.7 eV, $c_v=0.01$ and $T=358$ K, so that $k_BT=0.03085$ eV. Then
\begin{align}
w&=10^{13}\,e^{-0.7/0.03085}\ \mathrm{s^{-1}}=1.40\times10^{3}\ \mathrm{s^{-1}},\\
D_v&=w\,(2.55\times10^{-8}\ \mathrm{cm})^2=9.1\times10^{-13}\ \mathrm{cm^2/s},\\
D^*&=0.6531\times0.01\times D_v=5.9\times10^{-15}\ \mathrm{cm^2/s}.
\end{align}
Using $2/3$ gives $6.1\times10^{-15}$ and $5/7$ gives $6.5\times10^{-15}\ \mathrm{cm^2/s}$. The time for a root-mean-square spread of $L=10$ nm along the film normal, ignoring the surfaces, is $L^2/(2D^*)\approx84$ s. This time only illustrates the chosen inputs. A barrier of 0.7 eV suits a mobile, doubly charged vacancy, while neutral vacancies have much higher barriers, and a barrier of 1.0 eV would already give $1.4\times10^{6}$ s.

The 2.1\% error of $2/3$ equals the effect of a barrier error of $k_BT\ln1.021\approx0.0006$ eV. A barrier error of 0.1 eV changes the rate by a factor of 26. For a diffusivity built on a calculated barrier, $2/3$ is therefore good enough. The better value is worth having when $f$ itself is the object, as in a check of a simulation.

Several neglected effects are small for these inputs, apart from the vacancy repulsion noted in the first item.
\begin{itemize}
\item \emph{Other vacancies.} A lattice-gas simulation at vacancy fraction 0.2 gives $f=0.731\pm0.006$ (standard error). Scaling the rise linearly down to 0.01 suggests a shift of about 0.004, a rough figure. This counts only the blocking of sites. The repulsion between charged vacancies is left out and is not small. For two double charges at the mean spacing $s\,c_v^{-1/3}\approx1.2$ nm and a relative permittivity of 20 to 30, it is 0.16 to 0.24 eV without screening by other charges, or 5 to 8 $k_BT$. The example therefore describes non-interacting vacancies only.
\item \emph{Film size.} For a tracer at the centre of the absorbing cube above, 9.95 nm wide at this spacing, the shift is $2\times10^{-5}$. A film is rather a slab whose faces block the vacancy; at the centre of 39 such layers the shift along the normal is of similar size and opposite sign, about $-1\times10^{-5}$. This does not cover tracers in the layers next to a surface, where the vacancy has different ways to return.
\item \emph{Oxygen-18.} If the jump rate scales as the inverse root of the mass, $w'/w=0.943$. Then (\ref{general}) gives $f=0.666$, and $D^*$ falls by 3.8\%, less than the 5.7\% fall in jump rate.
\item \emph{Tunnelling.} The lowest-order correction, with the attempt frequency also used for the barrier top, raises the rate by about 7\%. In a one-dimensional model the quantized vibration in the well adds a correction of the same order, for about 16\% in all. A common factor on all rates leaves $f$ unchanged.
\end{itemize}

Two further effects are not small. At 1 MV/cm a doubly charged vacancy hops along the field 5.2 times as often as against it, so the zero-field $f$ does not describe a film during switching, nor an unbiased film with a depolarizing or built-in field of this size. The other is structure. Ferroelectric hafnia is a polar orthorhombic phase with two inequivalent kinds of oxygen site, and dopants can bind vacancies; both break the assumption of a single rate. As a measure of what this can do, let one axis have a barrier 0.1 eV higher, with the other two unchanged. Then (\ref{general}) gives $f=0.49$ along the fast axes, close to the square-lattice value, and 0.96 along the slow axis, where fast sideways jumps usually carry the vacancy away before it can reverse the tracer. This is a model of unequal barriers and not of the orthorhombic phase itself. The value 0.653 belongs to the ideal cubic sublattice and should not be read as a property of a ferroelectric film. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
neighbours z: 6
visits G(0): 1.516386
visits G(2x): 0.257336
mean cosine t, exact: -0.209842
correlation factor f, exact: 0.653109
estimate 1-2/z: 0.666667, error 2.08 %
estimate (z-1)/(z+1): 0.714286, error 9.37 %
estimate 1-2/z-2/z^3: 0.657407, error 0.66 %
t with returns after 0, up to 2, up to 4 free vacancy jumps: -0.16667, -0.18981, -0.19779
probability that the vacancy returns to the tracer: 0.3405
box of 39^3 sites, exchange from behind: 0.2219
box, exchange from in front: 0.0121
box, exchange from each of four sides: 0.0243
box, f: 0.653127
6^3 periodic lattice, equal rates: f diagonalized 0.65810, formula 0.65810
6^3 periodic lattice, w'/w=0.6: f diagonalized 0.76236, formula 0.76236
6^3 periodic lattice, rates 1,0.7,0.2; w'/w=1.3: f diagonalized 0.44950, formula 0.44950
f on chain: 0.000000; on square lattice: 0.466942
coefficient of 1/z^3 in f, from high dimensions: -1.9997
jump distance s: 0.255 nm
attempt frequency: 1.0e+13 1/s
barrier: 0.7 eV
temperature: 358 K, kT: 0.03085 eV
vacancy site fraction: 0.01
film thickness: 10.0 nm
exchange rate w per neighbour: 1.399e+03 1/s
vacancy diffusivity: 9.094e-13 cm2/s
uncorrelated tracer diffusivity: 9.094e-15 cm2/s
tracer diffusivity, exact f: 5.940e-15 cm2/s
tracer diffusivity, f=1-2/z: 6.063e-15 cm2/s
tracer diffusivity, f=(z-1)/(z+1): 6.496e-15 cm2/s
time for rms tracer spread of film thickness: 84.2 s
lattice gas, vacancy fraction 0.2: f = 0.731 +/- 0.006
rough shift of f at example's vacancy fraction: 0.0039
shift of f in absorbing cube of side 9.95 nm: 1.8e-05
oxygen-18: jump rate ratio 0.9428, f 0.6663, diffusivity ratio 0.9619
h*frequency/kT: 1.34, lowest-order tunnelling factor: 1.075
forward/backward rate ratio, charge 2e, 1 MV/cm: 5.22
rate factor for barrier change of 0.1 eV: 25.6
one axis slower by that factor: f fast axes 0.4916, f slow axis 0.9624
\end{verbatim}
